# Why a large T1 diagnostic does not prove strong static correlation

**Q:** I ran a closed-shell coupled-cluster calculation with singles and doubles (CCSD) and got a $T_1$ diagnostic of 0.06. The customary threshold is 0.02. I conclude that the molecule has strong static correlation and that no single configuration describes it. Is anything missing from that argument?

**A:** One link is missing: what a singles amplitude does to a wavefunction. Take a closed-shell reference determinant $\Phi$ with $N$ correlated electrons, real orthonormal orbitals, occupied orbitals $\phi_i$ and empty orbitals $\phi_a$. The singles operator and the diagnostic are

$$\hat T_1=\sum_{ia}t_i^a\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma},\qquad T_1=\frac{\|t\|}{\sqrt N},\qquad \|t\|^2=\sum_{ia}(t_i^a)^2 .$$

Suppose first that the state is $e^{\hat T_1}\Phi$, with no doubles operator. Since $a_{i\sigma}$ removes what $a^\dagger_{i\sigma}$ creates,

$$[\hat T_1,a^\dagger_{i\sigma}]=\sum_a t_i^a a^\dagger_{a\sigma},\qquad [\hat T_1,a^\dagger_{a\sigma}]=0 .$$

The second commutator vanishes, so the expansion of the transformed operator stops after one term:

$$e^{\hat T_1}a^\dagger_{i\sigma}e^{-\hat T_1}=a^\dagger_{i\sigma}+\sum_a t_i^a a^\dagger_{a\sigma}.$$

Now write $\Phi$ as a product of $a^\dagger_{i\sigma}$ acting on the vacuum, and insert $e^{-\hat T_1}e^{\hat T_1}$ between the factors. The vacuum is unchanged by $e^{\hat T_1}$, because $\hat T_1$ annihilates it. What remains is again a product of one creation operator per electron, with

$$\phi_i\;\to\;\phi_i+\sum_a t_i^a\phi_a .$$

This is Thouless's theorem: $e^{\hat T_1}\Phi$ is one determinant with different orbitals, whatever the size of $t$. Its $T_1$ can be as large as you like, and it contains no correlation at all.

**Q:** But $e^{\hat T_1}\Phi$ contains many excited determinants. Surely $\Phi$ has lost its dominance?

**A:** The weight of $\Phi$ does fall, and we can say by how much. Let $\sigma_k$ be the singular values of the matrix $t$. Rotating the occupied orbitals among themselves changes $\Phi$ by at most a sign, and rotating the empty ones does not change it. We may therefore choose orbitals in which each occupied $\phi_k$ acquires $\sigma_k\chi_k$, with mutually orthogonal empty partners $\chi_k$. If there are fewer empty than occupied orbitals, the missing $\sigma_k$ are zero.

The new orbitals are orthogonal, with squared norms $1+\sigma_k^2$, and each holds two electrons. The coefficient of $\Phi$ is 1, so its weight in the normalized state is

$$w=\prod_{k=1}^{N/2}(1+\sigma_k^2)^{-2},\qquad \sum_k\sigma_k^2=NT_1^2 .$$

The mean of the $N/2$ factors $1+\sigma_k^2$ is $1+2T_1^2$. Their geometric mean cannot exceed this, so their product is at most $(1+2T_1^2)^{N/2}$. Expanding the product and dropping non-negative terms shows that it is at least $1+NT_1^2$. Raising both to the power $-2$ reverses the inequalities:

$$(1+2T_1^2)^{-N}\le w\le(1+NT_1^2)^{-2}.$$

For $N=10$ and $T_1=0.02$ the lower bound is 0.992. With ten electrons at the threshold, pure orbital rotation thus costs the reference less than one per cent of its weight. At fixed $T_1$ both bounds fall towards zero as $N$ grows, so in a large molecule the reference can lose much of its weight although the state remains one determinant.

"One configuration dominates" must therefore mean that it dominates in suitably relaxed orbitals. The weight of one particular reference mixes two things: correlation, and a poor choice of orbitals.

**Q:** Then what should I use to judge static correlation?

**A:** For a singlet, I would use the natural occupations: the eigenvalues of the spin-summed one-particle density matrix of the full configuration-interaction (full-CI) state. They belong to the state and do not depend on the reference orbitals. One closed-shell determinant gives only 2 and 0. Strong static correlation shows up as occupations far from both. There is no sharp border, since ordinary dynamical correlation also moves them slightly.

**Q:** Your example had no doubles. Real states have both. Can the two effects be separated?

**A:** For two electrons in two orbitals they can be separated completely. The spatial part of a singlet is

$$\Psi(1,2)=\sum_{pq}C_{pq}\phi_p(1)\phi_q(2),\qquad C=C^{T},\quad \sum_{pq}C_{pq}^2=1 .$$

Let $C$ have eigenvalues $\lambda_1,\lambda_2$ with $|\lambda_1|\ge|\lambda_2|$. The density matrix is $2CC^T$, so the natural occupations are $2\lambda_1^2$ and $2\lambda_2^2$. A doubly occupied orbital with unit coefficient vector $u$ has overlap $u^TCu$ with $\Psi$. The largest weight of any closed-shell determinant is therefore $\lambda_1^2$, reached by the leading natural orbital.

Let $\phi_0$ be the reference orbital, and let $\tau$ be the tangent of the angle from it to the leading natural orbital. The eigenvectors of $C$ are then $(1,\tau)/\sqrt{1+\tau^2}$ and $(-\tau,1)/\sqrt{1+\tau^2}$, which gives

$$C_{00}=\frac{\lambda_1+\lambda_2\tau^2}{1+\tau^2},\qquad C_{01}=\frac{(\lambda_1-\lambda_2)\tau}{1+\tau^2}.$$

On the other side, coupled cluster writes the state, up to normalization, as

$$\phi_0\phi_0+t(\phi_1\phi_0+\phi_0\phi_1)+(t^2+t_2)\phi_1\phi_1,$$

where $t_2$ is the doubles amplitude. Comparing coefficients gives $t=C_{01}/C_{00}$, or

$$t=\frac{(\lambda_1-\lambda_2)\,\tau}{\lambda_1+\lambda_2\tau^2},\qquad T_1=\frac{|t|}{\sqrt2}.$$

If $\lambda_2=0$, there is no correlation and $t=\tau$. If $\tau=0$, the singles vanish however large $\lambda_2$ may be.

**Q:** Could a given value of $t$ still restrict the occupations?

**A:** Not in this model. Put $r=\lambda_2/\lambda_1$ and take $-1\le r\le0$, which covers everything from no correlation to equal occupations. Then

$$t=\frac{(1-r)\tau}{1+r\tau^2}.$$

For $r<0$, this rises continuously from zero at $\tau=0$ without limit as $\tau\to1/\sqrt{|r|}$. For $r=0$ it is simply $\tau$. Any positive $t$ can therefore be reached at any such $r$, and a negative $t$ follows by reversing $\tau$. A singles amplitude needs a second piece of information before it says anything about occupations.

For small $\tau$ the formula reduces to $t\approx(1-r)\tau$. Correlation with $r<0$ amplifies a given small misalignment of the orbitals, by a factor of at most two; at larger $\tau$ the factor can be greater. It does not create singles when the misalignment is zero.

**Q:** I used Hartree–Fock orbitals, though. They are already optimized, and Brillouin's theorem removes the coupling between $\Phi$ and the singles. Must a large $T_1$ then come from static correlation?

**A:** Hartree–Fock orbitals are optimal for the energy of one determinant, not for the correlated state. Brillouin's theorem removes the direct coupling, but doubles also couple to singles. The asymmetric Hubbard dimer shows this with little algebra. It has sites $a$ and $b$ with energies $-D/2$ and $D/2$, hopping element $-h$, and repulsion $U$ when both electrons share a site. Take $h,U>0$, $D\ge0$, and

$$\phi_0=c\,a+s\,b,\quad \phi_1=-s\,a+c\,b,\quad c=\cos\tfrac x2,\; s=\sin\tfrac x2 .$$

The one-electron energy of $\phi_0$ is $-\tfrac D2\cos x-h\sin x$. The repulsion is $U(c^4+s^4)=U(1-\tfrac12\sin^2x)$. Hence

$$E(x)=-D\cos x-2h\sin x+U\left(1-\tfrac12\sin^2x\right).$$

Setting $E'(x)=D\sin x-2h\cos x-U\sin x\cos x$ to zero and dividing by $\sin x$ gives the Hartree–Fock condition

$$D=2h\cot x+U\cos x .$$

The repulsion adds only site-diagonal terms to the Fock matrix, so its off-diagonal element remains $-h$. A matrix with lower eigenvector $(c,s)$ and eigenvalue gap $g$ has off-diagonal element $-gcs=-\tfrac g2\sin x$. Therefore $g=2h/\sin x$.

Next come the couplings. Let $\Delta=\phi_1\phi_1$ be the doubly excited configuration and $S=(\phi_0\phi_1+\phi_1\phi_0)/\sqrt2$ the normalized singly excited singlet. Summing over the two sites,

$$K=\langle\Phi|H|\Delta\rangle=U(c^2s^2+s^2c^2)=\tfrac12U\sin^2x .$$

Let $h_{01}$ be the one-electron element between $\phi_0$ and $\phi_1$. Brillouin's theorem reads

$$\langle S|H|\Phi\rangle=\sqrt2\left[h_{01}+U(-c^3s+s^3c)\right]=0 .$$

Since $cs(c^2-s^2)=\tfrac12\sin x\cos x$, this gives $h_{01}=\tfrac12U\sin x\cos x$. In the coupling to $\Delta$ the repulsion integral has the opposite sign, so the two terms add:

$$W=\langle S|H|\Delta\rangle=\sqrt2\left[h_{01}+U(-cs^3+sc^3)\right]=\sqrt2\,U\sin x\cos x .$$

Now use perturbation theory with the sum of Fock operators as zeroth-order Hamiltonian. In first order only the double enters, with $t_2=-K/(2g)$. In second order it drives the single, whose coefficient is $-Wt_2/g=WK/(2g^2)$. This coefficient equals $\sqrt2\,t$, because $t$ multiplies the unnormalized sum $\phi_1\phi_0+\phi_0\phi_1$. Hence

$$t\approx\frac{WK}{2\sqrt2\,g^2}=\frac{U^2\sin^3x\cos x}{4g^2}=\frac{U^2\sin^5x\cos x}{16h^2}.$$

This is orbital relaxation caused by correlation: through its coupling $W$ to the single, the double shifts the orbital that best suits the correlated state away from the one that is best for a single determinant. At $h=0.1$, $U=0.002$ and $D=0.2$ Ry, the exact amplitude is 0.995 times this estimate.

**Q:** That amplitude is of second order in $U$. Can it pass the threshold while the state remains essentially one configuration?

**A:** Take $h=0.1$, $U=0.4$ and $D=0.48$ Ry. The Hartree–Fock angle is $x=45.24^\circ$, which can be checked in the condition above: $0.2\cot x+0.4\cos x=0.198+0.282=0.480$ Ry. The exact ground state, seen from the Hartree–Fock orbitals, has $|t|=0.0661$, so

$$T_1=\frac{0.0661}{\sqrt2}=0.0467 ,$$

more than twice the threshold. The natural occupations are 1.965 and 0.035. The Hartree–Fock determinant has weight 0.975, and the best closed-shell determinant has 0.982.

The separation formula accounts for the amplitude. The misalignment is $|\tau|=0.0583$, an angle of about $3.3^\circ$. The occupations give $|r|=\sqrt{0.0353/1.9647}=0.134$. With $r$ negative, the small-angle form yields $1.134\times0.0583=0.0661$. Most of the amplitude is orbital misalignment, and the doubles enlarge it by about 13%. Turning the reference orbital through $3.3^\circ$ removes the singles and leaves the occupations as they were.

The leading-order estimate gives 0.127 here, nearly twice the exact value. At $U/h=4$ it explains the mechanism but is not a quantitative approximation.

**Q:** Then perhaps a small $T_1$ at least guarantees that static correlation is weak?

**A:** Set $D=0$. The Hartree–Fock angle is then $90^\circ$, with $\phi_0$ even and $\phi_1$ odd under exchange of the sites. The ground state is even, so it cannot contain $S$, which is odd. Thus $t=0$ for every $U$.

The state mixes just $\Phi$ and $\Delta$. Their energies are $U/2-2h$ and $U/2+2h$, and their coupling is $K=U/2$. The lower eigenvalue, and the ratio $r=C_{11}/C_{00}$ from the first row of the eigenvalue equation, are

$$E=\frac U2-\sqrt{4h^2+\frac{U^2}{4}},\qquad r=\frac{E-(U/2-2h)}{U/2}.$$

For $h=0.1$ and $U=2$ Ry, $E=1-\sqrt{1.04}=-0.0198$ Ry and $r=-0.0198-0.8=-0.8198$. The second natural occupation is

$$\frac{2r^2}{1+r^2}=\frac{1.344}{1.672}=0.804 ,$$

and the other is 1.196. The best closed-shell determinant has a weight of only 0.598. This is strong static correlation with $T_1=0$. As $U/h\to\infty$, $r\to-1$ and both occupations approach 1. In the dimer with $D=0.48$ Ry, $T_1$ is large and static correlation weak; in this one it is the other way round. The exact zero belongs to the two-orbital model, whose only single excitation changes parity. In a larger basis there are empty orbitals of the same symmetry as the occupied one, and symmetry no longer removes the singles: stretched H$_2$, which this dimer resembles, has $T_1=0$ in a minimal basis but not in a larger one.

**Q:** These are two-electron models. Does the same thing happen in a molecule?

**A:** Methane shows the first of the two effects, a large $T_1$ without strong static correlation, though with a reference that I distort by hand rather than with Hartree–Fock orbitals. I take a tetrahedral geometry with C–H distance 2.05 bohr, the STO-3G basis, and all 10 electrons in 9 orbitals. Full CI is then possible, and it is exact within this basis. The minimal basis leaves out most dynamical correlation, so the numbers test the logic and do not predict measurements.

The natural occupations fall into two groups: five between 1.976 and 2.000, and four between 0.020 and 0.022. In this basis the state is plainly dominated by one configuration. With Hartree–Fock orbitals, CCSD gives $T_1=0.0003$.

Now I spoil the reference on purpose. I optimize Hartree–Fock orbitals with an added uniform force of 0.30 Ry/bohr on each electron. So strong a force would ionize a real molecule; here the small basis keeps the electrons bound, and the force serves only to distort the orbitals. I then keep those polarized orbitals but use the Hamiltonian without the force. The state to be described is still that of field-free methane. CCSD now gives $T_1=0.060$, three times the threshold and equal to the value that worried you.

**Q:** How do you know that those singles are orbital relaxation, and not something else that the bad orbitals brought in?

**A:** By predicting them from two determinants, without any correlation calculation. Let $C_o,C_v$ hold the occupied and empty polarized orbitals, $C'_o$ the occupied field-free ones, and let $S$ now be the overlap matrix of the basis. Expanding the new orbitals in the old ones,

$$C'_o=C_oM+C_vV,\qquad M=C_o^TSC'_o,\quad V=C_v^TSC'_o .$$

If $M$ is invertible, it can be taken out on the right:

$$C'_o=(C_o+C_vZ)M,\qquad Z=VM^{-1}.$$

The factor $M$ only mixes occupied orbitals, so it multiplies the determinant by a number. By Thouless's theorem the field-free determinant is then proportional to $e^{\hat T_1}\Phi$ with $t_i^a=Z_{ai}$.

This pure rotation has $T_1=0.0562$, against 0.0602 from CCSD. Regarded as vectors, the two sets of amplitudes have a cosine of 0.99995. The direction is therefore that of the rotation, and the CCSD amplitudes are longer by a factor $0.0602/0.0562=1.07$. In the two-electron model doubles cause such an enlargement. That they do so here in the same way is plausible, but I have not shown it separately.

**Q:** What happens to the weight of the reference?

**A:** In the full-CI state it falls from 0.958 for the Hartree–Fock determinant to 0.896 for the polarized one. The occupations do not move. The squared overlap of the two determinants is $(\det M)^4=0.93905$: one factor $\det M$ per spin gives the overlap, which is then squared. It lies between the bounds found earlier, 0.93891 and 0.93964. Multiplying, $0.93905\times0.95784=0.899$, close to 0.896. Most of the lost weight is thus accounted for by rotation. The product is an estimate, not an identity, because the correlated part of the state also overlaps with the polarized determinant.

**Q:** Does CCSD cope with such a poor reference?

**A:** Here it does. The polarized determinant lies 0.124 Ry, or 1.68 eV, above the Hartree–Fock one. Yet the CCSD energies lie above full CI by 0.4544 mRy with Hartree–Fock orbitals and 0.4255 mRy with polarized ones. A 124 mRy difference between the references has shrunk to about 0.03 mRy, since $e^{\hat T_1}$ can rebuild the relaxed determinant. The slightly smaller error of the polarized reference is no sign of quality: CCSD is not variational, and its error need not follow the quality of the orbitals.

One can also move the rotation into the orbitals. Replace

$$\phi_i\to\phi_i+\sum_at_i^a\phi_a,\qquad \phi_a\to\phi_a-\sum_it_i^a\phi_i .$$

The overlap of a new occupied with a new empty orbital is $-t_i^a+t_i^a=0$, so each group can be orthonormalized by itself. Then repeat CCSD. Starting from the polarized orbitals, four such rotations bring $T_1$ to zero within the printed digits. The result is a set of Brueckner orbitals. Their determinant has a full-CI weight of 0.958, and the natural occupations are again unchanged.

The full-CI singles in these orbitals are not quite zero; they correspond to $T_1=0.00015$. The orbitals were chosen to remove the singles of CCSD, which lacks triples and higher excitations, and not those of full CI.

**Q:** So should I ignore my value of 0.06?

**A:** No. It is a strong sign that your reference orbitals differ appreciably from those suited to the correlated state, and you should find out why. The dimer shows that correlation itself can drive the difference, and the two-electron formula allows a large $T_1$ whether the occupations are near 2 and 0 or both near 1. A large $T_1$ and strong static correlation can therefore occur together. The methane reference was spoiled by hand, whereas yours was not, so that example does not clear your molecule.

First check that the orbitals belong to the intended state and Hamiltonian. Then repeat the calculation with Brueckner orbitals and look at the doubles amplitudes and natural occupations. In those orbitals $T_1$ is zero by construction, so its vanishing is no evidence of safety. If the occupations stay near 2 and 0, orbital relaxation is the likely main source of the large $T_1$. If some lie far from both, you have evidence of static correlation that $T_1$ alone could not supply.

Bear in mind that occupations from a CCSD density are themselves approximate, and least to be trusted where CCSD fails. In a doubtful case, compare them with a multiconfigurational calculation whose active space contains the orbitals in question. The numerical output below gives the values for the dimers and for the three methane references.

## Computed results

```
Customary T1 threshold: 0.02
Fock-space test, occupations of exp(singles) state: 0.000000 0.000000 0.000000 1.000000 1.000000
Dimer A: h, U, D = 0.10, 0.40, 0.48 Ry
  HF mixing angle x = 45.239 deg
  HF energy = -0.180837 Ry; exact = -0.194024 Ry
  |t| = 0.06610; T1 = 0.04674
  |tan(angle to natural orbital)| = 0.05826
  natural occupations = 1.96466, 0.03534
  weight of HF determinant = 0.97481
  largest closed-shell determinant weight = 0.98233
Dimer B: h, U, D = 0.10, 2.00, 0.00 Ry
  HF mixing angle x = 90.000 deg
  HF energy = 0.800000 Ry; exact = -0.019804 Ry
  |t| = 0.00000; T1 = 0.00000
  |tan(angle to natural orbital)| = 0.00000
  natural occupations = 1.19612, 0.80388
  weight of HF determinant = 0.59806
  largest closed-shell determinant weight = 0.59806
Dimer A: leading-order t = 0.12709
Weak dimer: h, U, D = 0.100, 0.002, 0.200 Ry
  exact t / leading-order t = 0.99472
CH4/STO-3G: C-H = 2.05 bohr; 10 electrons, 9 orbitals
Preparing force on each electron = 0.30 Ry/bohr
Full-CI energy = -79.610773 Ry
Full-CI natural occupations: 2.0000 1.9853 1.9763 1.9763 1.9763 0.0221 0.0221 0.0221 0.0196
HF orbitals: CCSD T1 = 0.00033; full-CI T1 = 0.00028
  reference weight in full CI = 0.95784
  reference energy = -79.453705 Ry
  CCSD minus full CI = 0.4544 mRy
field-prepared orbitals: CCSD T1 = 0.06017; full-CI T1 = 0.06014
  reference weight in full CI = 0.89555
  reference energy = -79.329881 Ry
  CCSD minus full CI = 0.4255 mRy
Brueckner orbitals: CCSD T1 = 0.00000; full-CI T1 = 0.00015
  reference weight in full CI = 0.95784
  reference energy = -79.453699 Ry
  CCSD minus full CI = 0.4538 mRy
Energy cost of unrelaxed determinant = 0.12382 Ry = 1.685 eV
CCSD energy spread over references = 0.0289 mRy
T1 from pure orbital rotation = 0.05623
Cosine between rotation and CCSD singles = 0.99995
Weight between the two HF determinants = 0.93905
  lower and upper bounds = 0.93891, 0.93964
Lower weight bound at T1 = 0.02, N = 10: 0.99204
Orbital rotations to reach Brueckner orbitals = 4
```
